# In-plane heat conduction of thin films with unequal surface specularities, part 1

(Sections cited here and not found follow in the second part.)

## The logarithm from the Boltzmann equation

Consider a film of thickness $d$ that carries heat along its plane. Its carriers have one speed $v$, the same in all directions, and one bulk mean free path $L$. The lower surface reflects a carrier like a mirror with probability $p$, the upper one with probability $q$; otherwise the carrier leaves in a random direction. The ratio of the film's conductivity to that of the bulk has no dimension. It can depend on the two lengths through their ratio alone, so that

$$
\frac{\kappa_{\rm film}}{\kappa_{\rm bulk}}=F(t;p,q),\qquad t=\frac dL .
$$

Turning the film upside down exchanges the surfaces and leaves the conductivity unchanged. Hence $F(t;p,q)=F(t;q,p)$. A second symmetry applies when the upper surface is a perfect mirror, $q=1$. The film and its mirror image together form a film of thickness $2d$ whose two outer surfaces both have specularity $p$, and therefore

$$
F(t;p,1)=F(2t;p,p).
$$

Suppose that for very small $t$ the leading term is $\tfrac34\,C(p,q)\,t\ln(1/t)$. The first symmetry requires $C(p,q)=C(q,p)$. The second requires $C(p,1)=2C(p,p)$, because the replacement of $t$ by $2t$ doubles the prefactor and changes the logarithm by a constant only. These conditions restrict the answer without fixing it. The transport problem must supply the logarithm and the function

$$
C(p,q)=\frac{(1+p)(1+q)}{1-pq}.
$$

This function equals one for two diffuse surfaces, so $C$ is the factor by which specular reflection multiplies the leading diffuse term. The claim holds for fixed $p$ and $q$ with $pq<1$, in the limit $t\to0$, provided that the specularities do not depend on the angle of incidence.

The algebra uses atomic units, with $\hbar=1$ and temperature measured as an energy. Let the $z$ axis be normal to the film, with surfaces at $z=0$ and $z=d$, and let a weak temperature gradient $T'$ point along $x$. The occupation $n$ of a carrier mode obeys the steady Boltzmann equation in the relaxation-time approximation,

$$
v_x\frac{\partial n}{\partial x}+v_z\frac{\partial n}{\partial z}
=-\frac{n-n_0(T)}{\tau},\qquad L=v\tau ,
$$

where $n_0(T)$ is the equilibrium occupation at the local temperature. Write $n=n_0(T(x))+n_1$ and keep terms of first order in $T'$. The derivative along $x$ then acts on $n_0$, since the change of $n_1$ along $x$ is of higher order:

$$
v_xT'\frac{\partial n_0}{\partial T}+v_z\frac{\partial n_1}{\partial z}
=-\frac{n_1}{\tau}.
$$

Far from any surface $n_1$ does not depend on $z$, and the equation gives the bulk deviation $-\tau v_xT'\,\partial n_0/\partial T$. In the film, let $g$ be the deviation divided by this bulk value,

$$
n_1=-\tau v_xT'\frac{\partial n_0}{\partial T}\,g .
$$

Substitution, followed by division by $v_xT'\,\partial n_0/\partial T$, gives $1-\tau v_z\,\partial g/\partial z=g$. Let $\mu$, between 0 and 1, be the magnitude of the cosine between the direction of flight and the film normal. Upward carriers have $v_z=v\mu$ and downward carriers have $v_z=-v\mu$. With $g_+$ and $g_-$ for the two groups,

$$
\mu L\frac{dg_+}{dz}=1-g_+,\qquad
-\mu L\frac{dg_-}{dz}=1-g_- .
$$

Each group relaxes towards the bulk value $g=1$ along its own direction of flight, over a distance $\mu L$ measured along $z$.

The surfaces supply one condition for each group. A specular reflection reverses $v_z$ and keeps $v_x$ and the energy. It therefore hands the value of $g$ from the arriving carrier to the departing one. A diffuse reflection sends carriers out with an occupation that does not depend on direction. The incoming deviation is odd in $v_x$, so its sum over all directions of arrival vanishes, and the re-emitted carriers have the equilibrium occupation. They start with $g=0$. Hence

$$
g_+(0)=p\,g_-(0),\qquad g_-(d)=q\,g_+(d).
$$

The same oddness in $v_x$ ensures that bulk scattering conserves energy at every $z$ with a temperature that is uniform across the film. No further equation for the temperature is needed.

The general solutions of the two first-order equations are

$$
g_+=1-A\,e^{-z/(\mu L)},\qquad
g_-=1-B\,e^{-(d-z)/(\mu L)} .
$$

The constants $A$ and $B$ measure how far a departing carrier is from the bulk value. Define

$$
x=\frac t\mu=\frac{d}{\mu L},\qquad E=e^{-x}.
$$

Here $x$ is the length of one oblique crossing, $d/\mu$, in units of the mean free path, and $E$ is the probability that a carrier makes this crossing without scattering. At the lower surface $g_+(0)=1-A$ and $g_-(0)=1-BE$; at the upper surface $g_-(d)=1-B$ and $g_+(d)=1-AE$. The boundary conditions become

$$
A=1-p+pBE,\qquad B=1-q+qAE .
$$

Insert the second equation into the first to obtain $A=1-p+p(1-q)E+pqE^2A$. Collecting the terms in $A$, and then exchanging $p$ and $q$ to find $B$, gives

$$
A=\frac{1-p+p(1-q)E}{1-pqE^2},\qquad
B=\frac{1-q+q(1-p)E}{1-pqE^2}.
$$

The conductivity needs their sum,

$$
A+B=\frac{2-p-q+(p+q-2pq)E}{1-pqE^2}.
$$

The heat current along $x$ is the sum of energy times $v_x$ times $n_1$ over the modes. Since $n_1$ itself contains $v_x$, each direction enters with weight $v_x^2=v^2(1-\mu^2)\cos^2\phi$, where $\phi$ is the azimuth about the normal. Let $C_V$ be the heat capacity per volume, which arises from the sum of energy times $\partial n_0/\partial T$. The current is $-\kappa T'$, and the average over the full sphere of directions gives

$$
\kappa(z)=C_Vv^2\tau\,\frac1{4\pi}\int_0^{2\pi}\!\cos^2\phi\,d\phi
\int_0^1(1-\mu^2)(g_++g_-)\,d\mu .
$$

The azimuthal integral is $\pi$, which leaves a prefactor $C_VvL/4$. In the bulk $g_++g_-=2$ and $\int_0^1(1-\mu^2)d\mu=2/3$, so that $\kappa_{\rm bulk}=C_VvL/3$. Dividing by this value turns the prefactor into $3/4$.

The conductivity of the film is the average of $\kappa(z)$ over its thickness. Both exponentials have the same average,

$$
\frac1d\int_0^d e^{-z/(\mu L)}dz=\frac{\mu L}{d}(1-E)=\frac{1-E}{x}.
$$

The mean of $(g_++g_-)/2$ over the thickness is therefore

$$
h(x)=1-\frac{(A+B)(1-E)}{2x},
$$

and the conductivity ratio is

$$
F(t;p,q)=\frac32\int_0^1(1-\mu^2)\,h\!\left(\frac t\mu\right)d\mu .
$$

This holds for any thickness within the model. A numerical solution of the two transport equations on a grid of 200 cells, with the boundary conditions imposed directly, was compared with it at $t=0.2$ for $(p,q)=(0.6,0.2)$, $(0,0.7)$ and $(0.9,0.8)$. The largest relative difference was $6\times10^{-7}$.

The opposite limit shows how differently the two surfaces combine there. For $t\gg1$ every $x$ is large, $E$ is negligible and $A+B=2-p-q$. Since $\int_0^1\mu(1-\mu^2)d\mu=1/4$,

$$
F\simeq1-\frac{3}{16}\,\frac{2-p-q}{t}.
$$

In a thick film each surface reduces the conductivity independently of the other, and only the sum $p+q$ matters. In a thin film a carrier meets both surfaces many times before it scatters in the bulk, and the product $pq$ enters.

For the thin film, the behaviour of $h$ at small $x$ is needed. Put $E=1-x+O(x^2)$. The numerator of $A+B$ becomes

$$
2-p-q+(p+q-2pq)(1-x)=2(1-pq)-(p+q-2pq)x ,
$$

and, because $E^2=1-2x+O(x^2)$, its denominator becomes $1-pq+2pqx$. Dividing both by $1-pq$ and expanding the quotient to first order gives

$$
\frac{A+B}{2}=1-x\left[\frac{p+q-2pq}{2(1-pq)}+\frac{2pq}{1-pq}\right]
=1-x\,\frac{p+q+2pq}{2(1-pq)} .
$$

The remaining factor is $(1-E)/x=1-x/2+O(x^2)$. In the product the first-order reductions add, and subtraction from one leaves

$$
h(x)=\frac x2\left[1+\frac{p+q+2pq}{1-pq}\right]+O(x^2)
=\frac x2\,\frac{1+p+q+pq}{1-pq}+O(x^2).
$$

The numerator is $(1+p)(1+q)$, and hence

$$
h(x)=\frac{C(p,q)}{2}\,x+O(x^2).
$$

For diffuse surfaces this has a direct meaning. A carrier leaves a surface with no memory of the gradient and acquires a deviation in proportion to the distance it has flown. Averaged over one crossing this distance is $d/(2\mu)$, which is $x/2$ in units of $L$. Specular reflections let the carrier keep what it has acquired, and $C$ measures the resulting gain.

To extract the logarithm, divide the integral for $F$ at $\mu=t$, where $x=1$. The values of $g$ lie between 0 and 1: carriers start diffusely with $g=0$, relax towards 1, and keep their value in a specular reflection. Therefore $0\le h\le1$, and the range $\mu<t$ contributes at most $3t/2$. In the range $t<\mu<1$ the linear term gives

$$
\frac32\int_t^1(1-\mu^2)\frac{Ct}{2\mu}\,d\mu
=\frac34Ct\left[\ln\frac1t-\frac{1-t^2}{2}\right].
$$

In the same range the error of the linear term is at most $Kx^2$, with a constant $K$ that depends on $p$ and $q$, because $1-pqE^2$ cannot fall below $1-pq>0$. Its contribution is bounded by

$$
\frac32Kt^2\int_t^1\frac{d\mu}{\mu^2}<\frac32Kt .
$$

All corrections are thus of order $t$, without a logarithm, and

$$
F(t;p,q)=\frac34\,\frac{(1+p)(1+q)}{1-pq}\;t\ln\frac1t+O(t).
$$

This proves the statement. It also satisfies the two symmetry conditions: the coefficient is symmetric in $p$ and $q$, and $C(p,1)=2(1+p)/(1-p)$ is twice $C(p,p)=(1+p)/(1-p)$.

The logarithm comes from directions close to the film plane. For $t\ll\mu\ll1$ the integrand is $3Ct/(4\mu)$, so each decade of $\mu$ contributes the same amount, $\tfrac34Ct\ln10$. At $t=10^{-7}$, $p=0.6$ and $q=0.2$, numerical integration over the decades beginning at $\mu=10^{-4}$ and $10^{-3}$ gave this value within 1 percent in both cases. The range ends at $\mu\approx t$, where a single crossing is as long as the bulk mean free path. Carriers at still smaller $\mu$ scatter in the interior before they reach the other side.

Multiplication by $\kappa_{\rm bulk}=C_VvL/3$ gives the conductivity itself,

$$
\kappa_{\rm film}\simeq\frac14\,C_Vv\,d\;C(p,q)\ln\frac Ld .
$$

The film thickness has replaced the mean free path as the main length, and bulk scattering survives within the logarithm. If $L$ grows while $d$ is held fixed, the conductivity of the film still grows, but slowly.

The expansion of the denominator required $2pqx\ll1-pq$. The limits $t\to0$ and $pq\to1$ therefore cannot be exchanged. For $p=q=0.99$ and $t=0.01$ the leading logarithm gives $F=6.87$, which is impossible because $F$ cannot exceed one; the full integral gives 0.749. Here $1-pq\approx0.02$ is comparable with $t$, so carriers scatter in the bulk about as soon as they lose their direction at a surface. The thin-film law needs $t\ll1-pq$ as well as $t\ll1$. Near $pq=1$ the leading logarithm becomes accurate only slowly even then: for $p=q=0.99$ and $t=10^{-4}(1-pq)$ it is still more than 60 percent above the full integral.

For fixed, angle-independent specularities with $pq<1$, the leading thin-film conductivity ratio is now established as $\tfrac34\,C(p,q)\,t\ln(1/t)$, with $C(p,q)=(1+p)(1+q)/(1-pq)$. What remains is to find the constant beside the logarithm, to show what $C$ counts, and to examine angle-dependent specularity and the example of a silicon membrane.
